Hot-carrier lifetime loss at a tenfold higher substrate current ratio

**Problem**

An n-channel silicon transistor carries a drain current I_d through a channel of width W. Near the drain the field along the channel is high. Some electrons gain enough energy there to create electron–hole pairs by impact ionisation, and the holes leave through the substrate as the current I_sub. A much smaller number gain enough energy to create traps at the Si–SiO₂ interface. The transistor has failed when the trap density reaches a fixed value N_f, and the time this takes is the lifetime τ.

The effective energy for impact ionisation is Φ_i = 1.3 eV, and that for interface damage is Φ_it = 3.7 eV. The ratio R = I_sub/I_d is raised tenfold by a change of bias, while I_d and W stay the same. By what factor does the lifetime fall?

The lucky-electron model is to be used. In it an electron starts from rest and must reach the required energy in one flight without a collision; a collision before that ends the attempt. The mean free path λ is the same for both processes and does not depend on energy or bias. Fields and forces are given by their magnitudes, and q is the positive elementary charge.

**First estimate by scaling**

The damage energy is roughly three times the ionisation energy:

Φ_it/Φ_i = 3.7/1.3 ≈ 3.

In a uniform field the energy gained is proportional to the distance travelled. A damaging flight is therefore about as long as three ionising flights laid end to end. To complete it, the electron must escape collision in each of the three sections. With a constant mean free path these escapes are independent, so their probabilities multiply:

P_damage ≈ (P_ionise)³.

At fixed drain current the number of electrons entering the high-field region per second is unchanged. A tenfold rise of R then means a tenfold rise of P_ionise, if the other factors in the substrate current stay constant. The supply of damaging electrons rises by about 10³, and the time needed to collect a given amount of damage falls by the same factor:

τ_1/τ_2 ≈ 1000.

Here 1 denotes the lower ratio and 2 the higher one. The estimate needs neither the field nor the mean free path. Its crude step is the rounding of the energy ratio to a whole number.

**Exact solution within the model**

*Probability of a lucky flight.* Let S(x) be the probability that an electron has travelled a distance x without a collision. In the next interval dx it collides with probability dx/λ, so

dS/dx = −S/λ, S(0) = 1.

Separating the variables and integrating gives ln S = −x/λ, or S = exp(−x/λ).

In a uniform field E_m the work done on the electron over a distance x is qE_m x. An energy Φ is reached when qE_m d = Φ, which fixes the distance

d = Φ/(qE_m).

The effective mass affects the time of flight but not this distance, and so it drops out. Inserting x = d gives

P(Φ) = exp[−Φ/(qλE_m)] = exp(−Φ/T), with T = qλE_m.

The quantity T is the energy gained over one mean free path. It is an energy, not the temperature of the lattice.

*Substrate current.* The rate of ionisation is proportional to the drain current and to P(Φ_i). Hence

R = I_sub/I_d = C exp(−Φ_i/T).

The number C contains the number of attempts per electron and the chance that an electron with sufficient energy does ionise. It is assumed not to depend on the field, which requires the high-field region to be much longer than a flight. Since the exponential is below one, the model requires R < C.

*Damage and lifetime.* The supply of damaging electrons per unit width is proportional to I_d/W and to P(Φ_it). Let

r = K (I_d/W) exp(−Φ_it/T),

where K is a constant independent of the field. Trap growth need not be linear in time. It is enough that the existing traps modify the growth through a positive function f(N):

dN/dt = r f(N), N(0) = 0.

At constant bias r is constant. Dividing by f(N) and integrating from the start to failure gives

∫₀^{N_f} dN/f(N) = r τ.

The left side depends on the failure level and the growth law, but not on the bias. Call it G. Then τ = G/r, and with A = G/K,

τ = A (W/I_d) exp(Φ_it/T).

For example, f = 1/(1 + bN), with b a positive constant, describes growth that slows as traps accumulate. It gives G = N_f + bN_f²/2. This changes the lifetime at each bias, but the same G appears at both biases and cancels from their ratio.

*Eliminating the field.* The substrate current serves as a measure of the unknown T. From its equation,

exp(−Φ_i/T) = R/C.

Raising both sides to the power −Φ_it/Φ_i turns the exponent on the left into +Φ_it/T:

exp(Φ_it/T) = (R/C)^(−Φ_it/Φ_i).

The lifetime becomes

τ = A (W/I_d) (R/C)^(−Φ_it/Φ_i).

On a plot of log τ against log R at fixed I_d and W, this is a straight line of slope −Φ_it/Φ_i.

*The required factor.* Writing this equation for the two biases and dividing, with A, C, W and I_d equal, gives

τ_1/τ_2 = (R_2/R_1)^(Φ_it/Φ_i).

With R_2/R_1 = 10,

τ_1/τ_2 = 10^(3.7/1.3) = 10^2.846 ≈ 702.

The lifetime falls by a factor of about 700, to 0.14 % of its former value.

The condition of fixed drain current matters. If I_d also doubled while R rose tenfold, the factor W/I_d would halve the new lifetime once more, and the reduction factor would be 2 × 701.7 ≈ 1403.

**A numerical case**

Take the round model parameters λ = 8 nm and C = 2, and let R rise from 0.001 to 0.01. Let the lifetime at the lower ratio be 10 years. Solving the substrate-current equation for T gives

T = Φ_i/ln(C/R).

For the two biases,

T_1 = 1.3 eV/ln(2000) = 0.171 eV,

T_2 = 1.3 eV/ln(200) = 0.245 eV.

The peak fields follow from E_m = T/(qλ). They are 0.214 MV/cm and 0.307 MV/cm, a rise by a factor of 1.43. This modest rise has a large effect because the damaging flight is many mean free paths long. Its length d = Φ_it/(qE_m) falls from 173 nm to 121 nm, which is from about 22 to about 15 mean free paths. The probability of completing it rises from 4.0 × 10⁻¹⁰ to 2.8 × 10⁻⁷. The quotient of these probabilities is the factor of 702 found above, and the lifetime becomes

τ_2 = 3652.5 days/701.7 = 5.2 days.

The values of λ and C set the fields, but they do not enter the lifetime factor.

The flight lengths also show a limit of the model. The field must be nearly uniform over the distance d for the simple exponential to hold. An electron starting from rest must moreover fall through a potential difference of 3.7 V to gain 3.7 eV from the field. If the available potential drop is smaller, this model gives no damaging flights, and the derivation of the power law no longer holds. Constant prefactors ask for still more. A constant C requires the high-field region to be much longer than the ionising flight (61 nm at the lower field), and a constant K requires it to be much longer than the damaging flight (173 nm), which is the stricter condition. If electrons restart from rest after each collision in a uniform region 300 nm long, C changes by 7 % between the two biases and K by 38 %, and the factor becomes about 790; for a region 1 μm long it is 706. At 0.214 MV/cm a region 1 μm long already takes up 21 V. Measured ionisation coefficients of bulk silicon give about 0.2 ionisations per electron over that length at the lower field and more than one at the higher field, far above the values of R assumed here, and at 0.307 MV/cm a uniform region about 1.7 μm long breaks down by avalanche. A long silicon region therefore does not match these numbers either. The numerical case therefore illustrates the model and is not a forecast for a short transistor.

**Comparison of estimate and solution**

The scaling estimate gave 1000 and the solution gives 702. The estimate is too large by a factor

1000/701.7 = 10^(3 − 2.846) ≈ 1.43.

The mechanism is the same in both. The solution contains the relation

P(Φ_it) = P(Φ_i)^(Φ_it/Φ_i),

which is the argument of consecutive flights with 2.846 sections instead of three. The whole discrepancy comes from rounding the exponent. For a general rise of R the estimate is too large by the factor (R_2/R_1)^0.154, which tends to one as the two ratios approach each other and grows when the law is extended over several decades.

The factor is also sensitive to the given energies. Replacing 3.7 eV by 3.6 eV changes the factor to 588, and replacing it by 3.8 eV changes it to 838. An uncertainty of 0.1 eV in the damage energy thus lowers the answer by 16 % or raises it by 19 %. The ionisation energy matters more: with 1.2 eV in place of 1.3 eV the factor is 1212, and with 1.4 eV it is 439. The answer of about 700 thus holds for the energies as given, and an error of 0.1 eV in either of them changes it noticeably.

**When the prefactor depends on the field**

The constant C is an assumption, and a field that varies along the channel shows what it is worth. Let x be the distance from the field peak towards the source, and let the local field be E_m exp(−x/ℓ), where ℓ is the decay length. Suppose that the rate at each point is given by the local field. This is itself an approximation, which requires the field to change little over a flight. For a flight that ends at the peak and would have length d in a uniform field, the weaker field at its start adds about d²/(2ℓλ) to the magnitude of the exponent. With d = 173 nm and λ = 8 nm this is small only if ℓ is much larger than 1.9 μm. A decay length of 20 μm at these peak fields would take several hundred volts and bring silicon to the edge of avalanche breakdown. The numbers below therefore illustrate the effect of the prefactor in a slowly varying field and are not a forecast for a short transistor. The total rate for a process of energy Φ is then proportional to

J(Φ) = ∫₀^∞ exp[−(Φ/T) exp(x/ℓ)] dx.

Substitute y = (Φ/T) exp(x/ℓ), for which dx = ℓ dy/y. The lower limit becomes Φ/T, and

J(Φ) = ℓ ∫_{Φ/T}^∞ (e^(−y)/y) dy = ℓ E₁(Φ/T),

where E₁ is the exponential integral. For Φ/T much larger than one, the factor 1/y varies slowly compared with e^(−y) and may be taken at the lower limit:

J(Φ) ≈ ℓ (T/Φ) exp(−Φ/T).

The prefactor is now proportional to T, because a higher peak field widens the region that contributes. Differentiating the logarithm of this approximation gives

d ln J/d ln T ≈ 1 + Φ/T.

If failure is set by the total number of traps and growth is linear, the local slope of log τ against log R, at fixed I_d and W, has the magnitude

m ≈ (1 + Φ_it/T)/(1 + Φ_i/T).

This is smaller than Φ_it/Φ_i, since adding one to both parts of a fraction greater than one brings it closer to one. At T = 0.171 eV it is (1 + 21.6)/(1 + 7.6) ≈ 2.63; the slope of the exact integrals there is 2.66.

For the full step, start again from R = 0.001 at T = 0.171 eV, keep ℓ fixed, and find numerically the T at which the integral for Φ_i is ten times larger. The result is 0.233 eV instead of 0.245 eV. Part of the rise in R now comes from the prefactor, so a smaller rise in field suffices. The total damage rate then grows by a factor of 430, which corresponds to an effective exponent of 2.63.

If failure is set by the trap density at the field peak, the widening of the damaged region does not count. The factor is then

exp[Φ_it (1/T_1 − 1/T_2)] ≈ 320,

with T_2 = 0.233 eV, and the effective exponent is 2.50.

This matters when a short test at high stress is used to predict a long life. Suppose the lifetime at R = 0.01 is 5.2 days. The pure power law predicts 10 years at R = 0.001. With the factor of 430 the prediction is 5.205 × 429.8 ≈ 2240 days, or about 6 years. In such a slowly varying field the pure law is too optimistic. For shorter ℓ the extra term in the exponent, which is larger at the lower field, outweighs the prefactor, and the error has the opposite sign. With the flight through the decaying field included and the same peak field at low stress, the factor for total damage passes 702 at ℓ ≈ 1.4 μm (at about 0.9 μm for damage at the peak) and is about 870 at 1 μm and 2400 at 0.5 μm. For ℓ below 173 nm the model gives no damaging flight at the lower field at all.

**When traps recover**

The relation r τ = G fails if traps disappear at a rate that does not depend on the stress. For linear growth measure N in units of N_f, so that r is the inverse of the lifetime without recovery, and let k be the recovery rate:

dN/dt = r − kN, N(0) = 0.

The solution is

N(t) = (r/k)[1 − exp(−kt)].

Setting N = 1 gives exp(−kτ) = 1 − k/r, and therefore

τ = −(1/k) ln(1 − k/r).

This lifetime is finite for r > k. For r ≤ k the density never reaches the failure level. For k much smaller than r, the expansion ln(1 − k/r) ≈ −k/r returns τ ≈ 1/r.

Keep the supply rates of the numerical case, and let k be half the supply rate at low stress. The low-stress lifetime becomes

τ_1 = 10 years × ln 2/0.5 = 13.9 years.

At high stress k/r is about 0.0007, and the lifetime remains 5.2 days. The reduction factor rises from 702 to 972. Recovery has time to act at low stress and almost none at high stress. Here the pure power law would underestimate the life at low stress, the opposite of its error for the slowly decaying field.

The answer of about 700 therefore belongs to a nearly uniform field, constant prefactors, a common mean free path and damage without separate recovery.

All numerical values are calculated from the stated model.
